# Density-of-States Polarization and Tunneling Polarization in a Two-Band Magnet

**Q:** A tunnel current is carried by electrons at the Fermi level. If a ferromagnet has more minority than majority states there, most of the tunneling electrons must be minority electrons. So the tunneling polarization is the polarization of the density of states. Where could that fail?

**A:** At the word "states". Your argument gives every state the same chance of entering the barrier. Let up mean majority spin, and separate the two quantities:

$$P_N=\frac{N_\uparrow-N_\downarrow}{N_\uparrow+N_\downarrow},\qquad P_T=\frac{T_\uparrow-T_\downarrow}{T_\uparrow+T_\downarrow}.$$

$N_\sigma$ is the density of states per site at the Fermi energy and $T_\sigma$ the transmission there. For elastic, spin-conserving tunneling of independent electrons at zero temperature and small bias, the conductance of spin $\sigma$ is $T_\sigma/2\pi$ in units with $\hbar=e=1$, so $P_T$ is the polarization of the current. Whether it equals $P_N$ has to be calculated.

**Q:** Then give me a magnet simple enough to calculate completely.

**A:** Take two bands, a light one ($l$) and a heavy one ($h$), each an infinite chain with its own hopping $t$ and spin-dependent center $\varepsilon$. They do not hybridize. On each chain

$$(E-\varepsilon)\psi_m=-t(\psi_{m+1}+\psi_{m-1}).$$

A wave $e^{iqm}$ gives $E=\varepsilon-2t\cos q$ and a velocity, in sites per unit time, of

$$v=\frac{dE}{dq}=2t\sin q=\sqrt{4t^2-(E-\varepsilon)^2}.$$

On a ring of $L$ sites the allowed $q$ are $2\pi/L$ apart, and $+q$ and $-q$ share one energy. The density per site and spin is therefore

$$N=\frac1L\cdot2\cdot\frac{L}{2\pi}\cdot\frac{1}{v}=\frac{1}{\pi v}$$

inside the band, and zero outside.

I choose round parameters with the Fermi energy at zero. The light band has $t=1.5$ eV and centers at $-2.6$ eV (up) and $-2.0$ eV (down). The heavy band has $t=0.3$ eV and centers at $-1.0$ eV (up) and $+0.1$ eV (down). The heavy up band ends at $-1.0+0.6=-0.4$ eV, so it is full. In states per eV and site,

$$N_{l\uparrow}=0.2127,\quad N_{l\downarrow}=0.1424,\quad N_{h\uparrow}=0,\quad N_{h\downarrow}=0.5380.$$

The totals are 0.2127 up and 0.6804 down, so

$$P_N=\frac{0.2127-0.6804}{0.2127+0.6804}=-0.524.$$

**Q:** That is my case: minority states dominate by a factor of three. Now attach the barrier.

**A:** The barrier is a wire of $n$ sites. Its first site, with amplitude $\phi_1$, is joined to one interior site of each chain by a hopping $-\gamma_b$, with $b=l,h$. The couplings do not depend on spin. Electrons arrive from a nonmagnetic probe at the far end of the wire.

Put the contact site at $m=0$, with amplitude $c_b$. Inside chain $b$ there are only outgoing waves, $\psi_m=c_b\lambda^{|m|}$ with $\lambda=e^{iq}$. Both neighbors of the contact site have amplitude $\lambda c_b$, so

$$(E-\varepsilon)c_b=-2t\lambda c_b-\gamma_b\phi_1.$$

The dispersion relation is $E-\varepsilon=-t(\lambda+\lambda^{-1})$. Moving the chain terms to the left gives

$$t(\lambda-\lambda^{-1})\,c_b=-\gamma_b\phi_1 .$$

Since $\lambda-\lambda^{-1}=2i\sin q$,

$$c_b=-\gamma_b g_b\phi_1,\qquad g_b=\frac{1}{2it\sin q}=-\frac{i}{v_b}.$$

The flux leaves in two directions, each carrying $|c_b|^2v_b$:

$$J_b=2|c_b|^2v_b=\frac{2\gamma_b^2}{v_b}|\phi_1|^2=2\pi\gamma_b^2N_b|\phi_1|^2 .$$

The last step uses $1/v_b=\pi N_b$. The density of states does appear, as you expected, but multiplied by the square of that band's coupling. The bands are separate outgoing channels, so their fluxes add without interference:

$$J_\sigma=\Gamma_\sigma|\phi_1|^2,\qquad \Gamma_\sigma=2\pi\sum_b\gamma_b^2N_{b\sigma}.$$

**Q:** You have hidden something in $\phi_1$. The magnet acts back on the wire, so that amplitude could depend on spin too.

**A:** It does, and we can find out by how much. Inserting $c_b$ into the equation of the first barrier site gives

$$(E-\varepsilon_B)\phi_1=-t_B\phi_2+\Sigma_\sigma\phi_1,\qquad \Sigma_\sigma=\sum_b\gamma_b^2g_{b\sigma}.$$

Here $\varepsilon_B$ and $t_B$ are the barrier level and hopping. Below the barrier band, write $E-\varepsilon_B=-2t_B\cosh\kappa a$, with site spacing $a$. The equation then looks like that of an interior site, $\phi_2+\phi_0=2\cosh(\kappa a)\,\phi_1$, if we define a fictitious amplitude $\phi_0=-\Sigma_\sigma\phi_1/t_B$. With $s_j=\sinh(j\kappa a)$, the solution with these values at sites 0 and 1 is

$$\phi_j=\frac{\phi_1}{s_1}\left(s_j+\frac{\Sigma_\sigma}{t_B}s_{j-1}\right).$$

The probe is a half-infinite chain with center zero, hopping $t_p$ and coupling $-\gamma_p$ to the wire. Its sites $p=0,1,\dots$ carry $e^{-ikp}+re^{ikp}$, an incoming and a reflected wave. The same device at this junction gives two conditions:

$$t_p(e^{ik}+re^{-ik})=\gamma_p\phi_n,\qquad t_B\phi_{n+1}=\gamma_p(1+r).$$

The first gives $r=e^{ik}\gamma_p\phi_n/t_p-e^{2ik}$. Put this in the second and use $1-e^{2ik}=-2ie^{ik}\sin k$:

$$t_B\phi_{n+1}+\Sigma_p\phi_n=-2i\gamma_pe^{ik}\sin k,\qquad \Sigma_p=-\frac{\gamma_p^2e^{ik}}{t_p}.$$

Now insert the solution for $\phi_j$. The left side becomes $\phi_1F_\sigma/s_1$, with

$$F_\sigma=t_Bs_{n+1}+(\Sigma_\sigma+\Sigma_p)s_n+\frac{\Sigma_\sigma\Sigma_p}{t_B}s_{n-1}.$$

Hence $|\phi_1|^2=4\gamma_p^2\sin^2k\;s_1^2/|F_\sigma|^2$. Dividing $J_\sigma$ by the incoming flux $2t_p\sin k$ gives

$$T_\sigma=\frac{\Gamma_\sigma\Gamma_p\,s_1^2}{|F_\sigma|^2},\qquad \Gamma_p=\frac{2\gamma_p^2\sin k}{t_p}.$$

The back-action you asked about is the $\Sigma_\sigma$ inside $F_\sigma$. It is of second order in the couplings $\gamma_b$. To leading order it drops out, everything except $\Gamma_\sigma$ cancels from the ratio, and

$$P_T=\frac{\sum_b\gamma_b^2(N_{b\uparrow}-N_{b\downarrow})}{\sum_b\gamma_b^2(N_{b\uparrow}+N_{b\downarrow})}.$$

With equal couplings this is $P_N$. For this interior contact and weak coupling, your rule is recovered when the barrier does not distinguish the bands.

**Q:** Put in numbers. Can the weighting really overturn a factor of three?

**A:** Let the light coupling be 0.05 eV and the heavy one 0.005 eV. The heavy band then enters with weight $0.1^2=0.01$. Relative to the light band's weight, the effective densities are

$$\text{up: }0.2127,\qquad \text{down: }0.1424+0.01\times0.5380=0.1478,$$

$$P_T=\frac{0.2127-0.1478}{0.2127+0.1478}=+0.180 .$$

The same magnet has $P_N=-0.524$ and $P_T=+0.180$. The heavy minority states are numerous, but they hardly reach the barrier.

For the transmissions themselves, take eight barrier sites 2 Å apart, $\varepsilon_B=3$ eV, $t_B=1$ eV, $t_p=1$ eV and $\gamma_p=0.5$ eV. Then $\cosh\kappa a=1.5$ and $\kappa=0.481$ Å$^{-1}$. Solving the matching equations numerically as a linear system, with no weak-coupling approximation, gives $T_\uparrow=2.479\times10^{-10}$ and $T_\downarrow=1.722\times10^{-10}$. Their polarization is again $+0.180$.

**Q:** How unequal must the couplings be?

**A:** Name the two spin excesses $\Delta_l=N_{l\uparrow}-N_{l\downarrow}$ and $\Delta_h=N_{h\downarrow}-N_{h\uparrow}$, and suppose $\Delta_h>\Delta_l>0$. The numerator of $P_N$ is $\Delta_l-\Delta_h<0$. The numerator of $P_T$ is $\gamma_l^2\Delta_l-\gamma_h^2\Delta_h$, and its denominator is positive. At weak coupling the signs are therefore opposite when

$$\frac{\gamma_h}{\gamma_l}<\sqrt{\frac{\Delta_l}{\Delta_h}}=\sqrt{\frac{0.0703}{0.5380}}=0.36 .$$

The heavy coupling need not be tiny; about a third of the light one is enough here. With the light coupling and the barrier held fixed, the matching equations give:

- ratio 0: $P_T=+0.198$, the polarization of the light band alone;
- ratio 0.2: $+0.130$;
- ratio 0.3: $+0.054$;
- ratio 0.5: $-0.131$;
- ratio 1: $-0.525$.

If the light band had no majority excess, $\Delta_l\le0$, while $\Delta_h>0$, no choice of couplings could make this weighted sum positive.

**Q:** At equal couplings you get $-0.5246$ to four digits, while $P_N$ is $-0.5237$. You said they were equal.

**A:** Equal to leading order. The difference is the back-action, and most of it comes from the full heavy up band. Outside a band $\lambda$ is real with $|\lambda|<1$. Here $\lambda+\lambda^{-1}=-1.0/0.3$, so $\lambda=-1/3$ and

$$g_{h\uparrow}=\frac{1}{t(\lambda-\lambda^{-1})}=\frac{1}{0.3\,(3-\tfrac13)}=1.25\ \text{eV}^{-1}.$$

It is real: the full band carries no current, but it shifts the level of the first barrier site. For a thick barrier $s_j\approx e^{j\kappa a}/2$, and $F_\sigma$ splits into factors:

$$F_\sigma\approx\tfrac12t_Be^{(n+1)\kappa a}\left(1+\frac{\Sigma_\sigma e^{-\kappa a}}{t_B}\right)\left(1+\frac{\Sigma_pe^{-\kappa a}}{t_B}\right).$$

With $\gamma_h=0.05$ eV the shift is $0.0025\times1.25=0.0031$ eV, and $e^{-\kappa a}=0.38$. So $T_\uparrow$ falls by a fraction $2\times0.0031\times0.38=0.0024$. A small relative change $\delta$ of $T_\uparrow$ alone changes the polarization by $\tfrac12(1-P_T^2)\,\delta$, which is $0.36\times(-0.0024)=-0.0009$. That is the difference you noticed. It scales as the coupling squared.

**Q:** Perhaps a thicker barrier brings the density of states back?

**A:** Not in this model. The factorized form shows that thickness enters through $e^{-2\kappa d}$, with $d=(n+1)a$, and this factor is common to both spins. With 4, 8 or 12 barrier sites and all else fixed, $P_T$ stays at $+0.180$. The reason is that both bands feed the same decaying wave. If they fed separate waves with different decay rates, thickness would matter.

**Q:** Still, I could put two such magnets on either side of the barrier and read the polarization from the magnetoresistance.

**A:** You would get its size but not its sign. First replace the probe by a second magnet. A unit wave incoming in its band $b$ has amplitude 1 at the contact site, to which the outgoing response $-\gamma_b g_b\phi_n$ is added. The end condition becomes $t_B\phi_{n+1}+\Sigma'\phi_n=\gamma_b$, where a prime marks the second magnet. So $|\phi_1|^2=\gamma_b^2s_1^2/|F|^2$, with $\Sigma'$ replacing $\Sigma_p$ in $F$. Divide by the incoming flux $v_b$ and sum over bands and the two incoming directions. The sum $\sum_b2\gamma_b^2/v_b$ is $\Gamma'$, so the transmission is $\Gamma\Gamma's_1^2/|F|^2$.

For a thick barrier this is a common constant times $w_\sigma w'_{\sigma'}$, one contact factor for each magnet:

$$w_\sigma=\frac{\Gamma_\sigma}{|1+\Sigma_\sigma e^{-\kappa a}/t_B|^2}.$$

Write $w_{\uparrow,\downarrow}=\bar w(1\pm P)$ and $w'_{\uparrow,\downarrow}=\bar w'(1\pm P')$, where $P$ and $P'$ are the tunneling polarizations. For parallel and antiparallel magnets,

$$T_P\propto(1+P)(1+P')+(1-P)(1-P')=2(1+PP'),$$

$$T_{AP}\propto(1+P)(1-P')+(1-P)(1+P')=2(1-PP'),$$

$$\frac{T_P-T_{AP}}{T_{AP}}=\frac{2PP'}{1-PP'} .$$

Identical magnets with identical contacts have $PP'=P^2$, and the sign is lost. (The contacts must match: the same magnet joined as here on one side and by the end contact described below on the other gives $-7.9$ percent.) The size is not: $P=0.180$ gives 6.7 percent, whereas inserting $P_N=-0.524$ would predict 76 percent. To find the sign, use a second electrode whose tunneling polarization has a known sign. The magnetoresistance is then negative if the two signs differ.

**Q:** So the repaired rule is to take bulk densities of states and weight them by the couplings.

**A:** That holds for this contact. The density that matters is the local one where the barrier touches, and I chose an interior site so that it would equal the bulk value. Attach the wire to the end of a half-infinite chain instead. The contact site now has one neighbor:

$$(E-\varepsilon+t\lambda)c_b=-\gamma_b\phi_1 .$$

The bracket equals $-t\lambda^{-1}$, so $c_b=\gamma_b\lambda\phi_1/t$. Flux leaves in one direction:

$$J_b=|c_b|^2v_b=\frac{\gamma_b^2v_b}{t^2}|\phi_1|^2=2\pi\gamma_b^2N_b^{\rm end}|\phi_1|^2,\qquad N_b^{\rm end}=\frac{v_b}{2\pi t^2}.$$

This is indeed the local density at the end. On a long open chain the states are $\sqrt{2/L}\,\sin(qm)$, counting sites from $m=1$, with weight $(2/L)\sin^2q$ on the end site. There are $L/(\pi v)$ of them per unit energy. The product is $2\sin^2q/(\pi v)$, which equals $v/(2\pi t^2)$ because $\sin q=v/2t$.

The bulk density goes as $1/v$ and the end density as $v$. For one band with the same hopping for both spins,

$$\frac{1/v_\uparrow-1/v_\downarrow}{1/v_\uparrow+1/v_\downarrow}=-\frac{v_\uparrow-v_\downarrow}{v_\uparrow+v_\downarrow},$$

so the weak-coupling polarization changes sign with no difference in coupling at all. The light band alone goes from $+0.198$ to $-0.198$. With both bands at coupling ratio 0.1, the end contact gives $P_T=-0.229$. For these parameters, then, the end contact removes the opposite sign that the interior contact produced. The coupling-weighted formula survives with local densities in place of bulk ones.

**Q:** How much of this carries over to a real junction?

**A:** Weighting by coupling is a plausible part of the real story, but the numbers are not a prediction, and the majority excess of my light band was a choice of parameters. In cobalt and nickel the density of states at the Fermi level is dominated by minority $d$ states, yet tunneling through aluminum oxide gives a positive polarization, roughly a few tens of percent. More extended, $s$-like states that couple better to the barrier are a common explanation. The sign also depends on the barrier material, so it belongs to the magnet and the interface together.

My barrier length of 18 Å is ordinary for a tunnel junction. The light coupling of 0.05 eV is small for a bonded interface. Raising it to 0.5 eV at fixed ratio 0.1 changes $P_T$ by about $-0.002$, according to the contact factor $w_\sigma$, so that choice is harmless for this case. It matters more when the heavy coupling is larger or the contact is at a chain end: at 0.5 eV, ratio 1 gives $-0.589$ instead of $-0.525$, the end contact gives $-0.241$ instead of $-0.229$, and the critical ratio drops from 0.36 to 0.35. The signs quoted above survive, but not all their digits.

Other assumptions matter more. Real bands hybridize, carry momentum along the interface, and can decay at different rates in a crystalline barrier. Suppose the heavy band's wave decayed faster by 0.1 Å$^{-1}$ over 10 Å, with the prefactors unchanged. Its weight would shrink by $e^{-2}=0.14$. At coupling ratio 0.5 the weight 0.25 would become 0.034, and

$$P_T=\frac{0.0703-0.034\times0.5380}{0.3551+0.034\times0.5380}\approx+0.14$$

instead of $-0.13$. Here 0.3551 is $N_{l\uparrow}+N_{l\downarrow}$. A modest difference in decay can thus reverse the sign, as the change of contact geometry did. A bulk density of states alone therefore does not settle the sign for a given junction; the interface and the barrier have to be part of the calculation.
